\section*{Optical Mass and Plasma Frequency of a Kane Band}

\section{The optical mass of a nonparabolic conduction band}

The plasma edge of a transparent conductor is a convenient measure of its electron density, provided that the background dielectric constant and the mass in the plasma frequency are known. Take a film with $10^{21}$ electrons per cm$^3$, a band-edge mass of $0.22$ free-electron masses, and the nonparabolicity and background constant used in the example below. If its plasma frequency is interpreted with the band-edge mass, the density comes out as $5.2\times10^{20}$ cm$^{-3}$, about half the true value. If the plasma wavelength is instead predicted from the density with that mass, the result is 990 nm, whereas the nonparabolic band gives 1369 nm. The mass must be derived from the motion of all the electrons, because a nonparabolic band offers several quantities that could be called a mass.

\subsection{The band and its local masses}

Consider one isotropic conduction band, doubly degenerate in spin, with energy $E$ measured from its minimum:
\begin{equation}
\frac{\hbar^2k^2}{2m_0}=E(1+aE),\qquad a\ge 0 .
\label{eq:kane}
\end{equation}
Here $m_0$ is the mass at the band edge, not the free-electron mass, which is written $m_e$. The coefficient $a$ is an inverse energy. For $a>0$, equation \eqref{eq:kane} is a quadratic equation for $E$. The root that vanishes at $k=0$ is
\begin{equation}
E=\frac{-1+\sqrt{1+2a\hbar^2k^2/m_0}}{2a}.
\label{eq:root}
\end{equation}
It is useful to define
\begin{equation}
s(k)=1+2aE=\sqrt{1+\frac{2a\hbar^2k^2}{m_0}} .
\label{eq:s}
\end{equation}
The second form follows from \eqref{eq:root}. The case $a=0$ is the parabolic band, with $s=1$.

Differentiating \eqref{eq:kane} with respect to $k$ gives $\hbar^2k/m_0=(1+2aE)\,dE/dk$. The group velocity $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}E$ is therefore
\begin{equation}
v_i=\frac{\hbar k_i}{m_0s}.
\label{eq:v}
\end{equation}
The response of a single electron to a force is governed by the derivative of this velocity. Squaring \eqref{eq:s} and differentiating gives $2s\,\partial s/\partial k_j=4a\hbar^2k_j/m_0$, so that
\begin{equation}
\frac{\partial s}{\partial k_j}=\frac{2a\hbar^2k_j}{m_0s}.
\label{eq:ds}
\end{equation}
With the product rule, the inverse-mass tensor is
\begin{equation}
\frac1\hbar\frac{\partial v_i}{\partial k_j}
=\frac{\delta_{ij}}{m_0s}-\frac{2a\hbar^2k_ik_j}{m_0^2s^3}.
\label{eq:tensor}
\end{equation}
For a force perpendicular to $\mathbf k$ the second term is absent, and the inverse mass is $1/(m_0s)$. For a force along $\mathbf k$, we use $2a\hbar^2k^2/m_0=s^2-1$ and obtain
\begin{equation}
\frac{1}{m_0s}-\frac{s^2-1}{m_0s^3}=\frac{1}{m_0s^3}.
\label{eq:long}
\end{equation}
The transverse mass is thus $m_0s$ and the longitudinal mass $m_0s^3$. For $a>0$, a force along an electron's motion changes its velocity less than an equal force applied sideways, although the energy depends on $|\mathbf k|$ alone. Symmetry does not say which combination enters the plasma frequency.

\subsection{The current of a displaced Fermi sphere}

At zero temperature the electrons fill a sphere of radius $k_F$. Counting two spin states gives the density
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\label{eq:n}
\end{equation}
Apply a spatially uniform electric field $F(t)$ along $x$. The electron charge is $-e$ with $e>0$. Collisions are left out for now, which requires $\omega\tau\gg1$ for frequency $\omega$ and scattering time $\tau$. Transitions to other bands are represented by a constant background dielectric constant $\varepsilon_\infty$. Within the band every electron then undergoes the same displacement $\delta(t)$ in $k$-space:
\begin{equation}
\hbar\frac{d\delta}{dt}=-eF.
\label{eq:force}
\end{equation}
An electron that began at $\mathbf k$ is found at $\mathbf k+\delta\hat{\mathbf x}$, and the current density is
\begin{equation}
j=-e\frac{2}{(2\pi)^3}\int_{k<k_F}v_x(\mathbf k+\delta\hat{\mathbf x})\,d^3k .
\label{eq:j}
\end{equation}
Expand the velocity in $\delta$. The zeroth-order term vanishes because $v_x$ is odd in $k_x$. The second-order term vanishes too, because $\partial^2v_x/\partial k_x^2$ is also odd. The linear term remains, with a first correction of order $\delta^3$:
\begin{equation}
j=-\frac{en\hbar}{m_{\rm opt}}\,\delta,
\qquad
\frac{n}{m_{\rm opt}}=\frac{2}{(2\pi)^3}\int_{k<k_F}
\frac1\hbar\frac{\partial v_x}{\partial k_x}\,d^3k .
\label{eq:def}
\end{equation}
This defines the optical mass. Its inverse is the inverse mass along the field, averaged over the occupied states.

\subsection{From the Fermi sea to the Fermi surface}

The integrand in \eqref{eq:def} is the divergence of the vector field $v_x\hat{\mathbf x}$ in $k$-space. For a smooth isotropic band, the velocity on the surface of the sphere is radial and has magnitude $v_F$. With $\theta$ the angle from the $x$ axis, $v_x=v_F\cos\theta$, and the $x$ component of the outward normal is $\cos\theta$. The divergence theorem gives
\begin{align}
\int_{k<k_F}\frac{\partial v_x}{\partial k_x}\,d^3k
&=k_F^2v_F\int_0^{2\pi}d\varphi\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta\nonumber\\
&=\frac{4\pi}{3}k_F^2v_F .
\label{eq:gauss}
\end{align}
Put this into \eqref{eq:def} and divide by \eqref{eq:n}:
\begin{equation}
\frac{1}{m_{\rm opt}}
=\frac{k_F^2v_F/(3\pi^2\hbar)}{k_F^3/(3\pi^2)}
=\frac{v_F}{\hbar k_F}.
\label{eq:surface}
\end{equation}
This surface formula holds for any smooth isotropic band whose occupied states fill a sphere. For the Kane band, insert the velocity \eqref{eq:v} at $k_F$, with $s$ from \eqref{eq:s}:
\begin{equation}
\boxed{\,m_{\rm opt}=m_0(1+2aE_F)
=m_0\sqrt{1+\frac{2a\hbar^2k_F^2}{m_0}}\,}
\label{eq:result}
\end{equation}

The surface form has a simple meaning. The displaced sphere and the original one overlap almost completely, and they differ by a thin layer of added states on one side and emptied states on the other. The current can be counted from this layer, whose electrons move at $v_F$. The acceleration of every electron in the sea and the change of occupation at its surface are two accounts of the same current.

The volume average can also be done directly, which shows how the two local masses combine. Averaged over directions, the inverse mass along $x$ contains two transverse parts and one longitudinal part, so
\begin{equation}
\frac{n}{m_{\rm opt}}=\frac{1}{\pi^2m_0}\int_0^{k_F}
\frac{k^2}{3}\left(\frac2s+\frac1{s^3}\right)dk .
\label{eq:radial}
\end{equation}
From \eqref{eq:ds}, $k\,ds/dk=(s^2-1)/s$. Hence
\begin{align}
\frac{d}{dk}\left(\frac{k^3}{3s}\right)
&=\frac{k^2}{s}-\frac{k^2}{3s^2}\,\frac{s^2-1}{s}\nonumber\\
&=\frac{k^2}{3}\left(\frac2s+\frac1{s^3}\right).
\label{eq:primitive}
\end{align}
The integral equals $k_F^3/(3s_F)$, with $s_F=s(k_F)$, and \eqref{eq:radial} becomes $n/m_{\rm opt}=n/(m_0s_F)$, as before. The optical mass coincides with the transverse mass at the Fermi surface. The heavy longitudinal mass there is compensated by lighter electrons deeper in the sea.

\subsection{The plasma frequency}

For a uniform longitudinal oscillation there is no magnetic field, and the displacement current cancels the electron current:
\begin{equation}
\varepsilon_0\varepsilon_\infty\frac{dF}{dt}+j=0.
\label{eq:maxwell}
\end{equation}
Differentiate \eqref{eq:force}, then use \eqref{eq:maxwell} and \eqref{eq:def}:
\begin{equation}
\frac{d^2\delta}{dt^2}=-\frac e\hbar\frac{dF}{dt}
=\frac{e\,j}{\hbar\varepsilon_0\varepsilon_\infty}
=-\frac{ne^2}{\varepsilon_0\varepsilon_\infty m_{\rm opt}}\,\delta .
\label{eq:osc}
\end{equation}
This is a harmonic oscillator with the screened plasma frequency
\begin{equation}
\omega_p=\sqrt{\frac{ne^2}{\varepsilon_0\varepsilon_\infty m_{\rm opt}}} .
\label{eq:wp}
\end{equation}

Scattering adds a relaxation term $-\delta/\tau$ to $d\delta/dt$. For fields varying as $e^{-i\omega t}$, equation \eqref{eq:force} becomes $\hbar(1/\tau-i\omega)\delta=-eF$. The conductivity $\sigma=j/F$ and the dielectric function $\varepsilon=\varepsilon_\infty+i\sigma/(\varepsilon_0\omega)$ then give
\begin{equation}
\sigma=\frac{ne^2/m_{\rm opt}}{1/\tau-i\omega},\qquad
{\rm Re}\,\varepsilon=\varepsilon_\infty
\left(1-\frac{\omega_p^2}{\omega^2+\tau^{-2}}\right).
\label{eq:drude}
\end{equation}
The real part vanishes at $\omega^2=\omega_p^2-\tau^{-2}$, which tends to $\omega_p^2$ for weak damping.

The zero of $\varepsilon$ should not be confused with the reflectance minimum. For an undamped half-space in air at normal incidence, reflection vanishes where $\varepsilon=1$. Equation \eqref{eq:drude} places this at $\omega=\omega_p\sqrt{\varepsilon_\infty/(\varepsilon_\infty-1)}$, a factor 1.15 above $\omega_p$ when $\varepsilon_\infty=4$. In a thin film, interference also affects the position of the minimum.

\subsection{Dependence on density}

Squaring \eqref{eq:result} and using $k_F^2=(3\pi^2n)^{2/3}$ gives
\begin{equation}
m_{\rm opt}^2=m_0^2+2am_0\hbar^2(3\pi^2)^{2/3}\,n^{2/3}.
\label{eq:line}
\end{equation}
A plot of $m_{\rm opt}^2$ against $n^{2/3}$ is a straight line. Its intercept gives $m_0$ and its slope then gives $a$, provided that these parameters do not themselves change with doping and that $n$ is measured independently. If the masses are taken from plasma edges, $\varepsilon_\infty$ must be known as well: by \eqref{eq:wp}, a value 10\% too high at every density makes both $m_0$ and $a$ about 9\% too low. The background also depends on the filling, because occupied conduction states block interband transitions. In the symmetric two-band model with gap $1/a$, whose upper band obeys \eqref{eq:kane} exactly, the static background is lowered by $\frac{e^2}{4\pi^2\varepsilon_0\hbar v_\infty}\left[\frac23\left({\rm arsinh}\,u-\frac{u}{s_F}\right)+\frac{u^3}{9s_F^3}\right]$, with $u=\sqrt{s_F^2-1}$ and $v_\infty=1/\sqrt{2am_0}$. For the parameters of the example below this is 0.06 at $10^{20}$ cm$^{-3}$ and 0.24 at $10^{21}$ cm$^{-3}$. A fit over that range that ignores the change and uses the value at $10^{21}$ cm$^{-3}$ throughout returns $m_0$ about 10\% too high and $a$ about 15\% too low. A real oxide has more bands and a gap different from $1/a$, so these numbers give only the order of the effect; $\varepsilon_\infty$ should be determined for each film.

Define $x=2a\hbar^2k_F^2/m_0$, which is proportional to $n^{2/3}$. Since $\ln m_{\rm opt}=\ln m_0+\frac12\ln(1+x)$,
\begin{equation}
\frac{d\ln m_{\rm opt}}{d\ln n}
=\frac12\,\frac{1}{1+x}\,\frac{2x}{3}=\frac{x}{3(1+x)} .
\label{eq:massexp}
\end{equation}
At fixed $\varepsilon_\infty$, the definition \eqref{eq:wp} therefore gives
\begin{equation}
\frac{d\ln\omega_p}{d\ln n}=\frac12\left[1-\frac{x}{3(1+x)}\right].
\label{eq:exponent}
\end{equation}
For $x\ll1$ the exponent is $1/2$, and $m_{\rm opt}\simeq m_0(1+a\hbar^2k_F^2/m_0)$. For $x\gg1$ it falls to $1/3$. In that limit the velocity \eqref{eq:v} saturates at $v_\infty=1/\sqrt{2am_0}$, and $m_{\rm opt}\simeq\hbar k_F/v_\infty$ grows as $n^{1/3}$. Extra electrons then raise the plasma frequency less, because they add momentum at nearly constant speed. A real band may leave the Kane form before this limit is reached.

\subsection{Finite temperature}

A Fermi distribution $f$ is a superposition of filled spheres with different surface energies, weighted by $-df/dE$. Let $N(E)$ be the density of a sphere filled to energy $E$, and let $D=n/m_{\rm opt}$ be its response at zero temperature. Both quantities are averaged with the same weight. For a smooth function $h$, expansion about the chemical potential $\mu$ gives, to order $T^2$,
\begin{equation}
\int\left(-\frac{df}{dE}\right)h\,dE=h(\mu)+C\,h''(\mu),\qquad
C=\frac{\pi^2}{6}(k_BT)^2 ,
\label{eq:somm}
\end{equation}
because the weight is even about $\mu$ and has second moment $\pi^2(k_BT)^2/3$. This requires $k_BT\ll E_F$. Applied to $N$ at fixed density, it gives $\mu-E_F=-CN''/N'$. Applied to $D$, it gives
\begin{equation}
D(T)-D(0)=C\left(D''-D'\frac{N''}{N'}\right)
=C\left(\frac{dn}{dE}\right)^2\frac{d^2D}{dn^2},
\label{eq:thermal}
\end{equation}
evaluated at $E_F$. The last step uses $D'=N'\,dD/dn$ and $D''=N'^2\,d^2D/dn^2+N''\,dD/dn$. In a parabolic band $D=n/m_0$ is linear in $n$, and the correction vanishes. In a Kane band $D$ is concave. With $p=d\ln D/d\ln n=1-x/[3(1+x)]$,
\begin{equation}
\frac{n^2}{D}\frac{d^2D}{dn^2}=p(p-1)+\frac{dp}{d\ln n}
=p(p-1)-\frac{2x}{9(1+x)^2}<0 ,
\label{eq:concave}
\end{equation}
since $2/3<p<1$. Heating at fixed $n$, $m_0$ and $a$ thus increases the optical mass slightly.

\subsection{A heavily doped oxide film}

Take rough values typical of heavily tin-doped indium oxide: $m_0=0.22\,m_e$, $a=0.4$ eV$^{-1}$, $\varepsilon_\infty=4$, $n=10^{21}$ cm$^{-3}$ and a mobility of 40 cm$^2$/Vs. Equation \eqref{eq:n} gives $k_F=3.094$ nm$^{-1}$, and the parabolic kinetic energy at this wavenumber is $\hbar^2k_F^2/2m_0=1.6575$ eV. Then
\begin{align}
x&=4\times0.4\times1.6575=2.652,\nonumber\\
s_F&=\sqrt{1+2.652}=1.911,\nonumber\\
E_F&=\frac{1.911-1}{2\times0.4}\ {\rm eV}=1.139\ {\rm eV},\nonumber\\
m_{\rm opt}&=0.22\times1.911\,m_e=0.420\,m_e .
\label{eq:numbers}
\end{align}
The band-edge mass alone would give a plasma energy of 1.2517 eV. At fixed density and background, the energy scales as $m^{-1/2}$, so
\begin{equation}
\hbar\omega_p=\frac{1.2517\ {\rm eV}}{\sqrt{1.911}}=0.905\ {\rm eV},
\qquad \lambda_p=\frac{2\pi c}{\omega_p}=1369\ {\rm nm}.
\label{eq:edge}
\end{equation}
As an independent check, the full current \eqref{eq:j} was followed in time after an initial displacement of $0.003\,k_F$. The oscillation energy was 0.90549 eV, equal to the value from \eqref{eq:wp} to all five digits.

The longitudinal mass at the Fermi surface is $0.22\times1.911^3\,m_e=1.54\,m_e$. Used in place of the optical mass, it would lower the plasma energy by a factor $\sqrt{0.420/1.54}=0.52$. The density error quoted at the start follows from equating $n/m_{\rm opt}$ to $n'/m_0$, which gives $n'=n/1.911=5.23\times10^{20}$ cm$^{-3}$.

With the band parameters and $\varepsilon_\infty$ held fixed, the density dependence is
\begin{center}
\begin{tabular}{cccc}
$n$ (cm$^{-3}$) & $m_{\rm opt}/m_e$ & $\hbar\omega_p$ (eV) & $\lambda_p$ (nm)\\
$1\times10^{20}$ & 0.276 & 0.354 & 3507\\
$3\times10^{20}$ & 0.325 & 0.564 & 2200\\
$1\times10^{21}$ & 0.420 & 0.905 & 1369
\end{tabular}
\end{center}
Between the first and last rows the density rises tenfold, but the plasma energy rises by a factor 2.56 rather than the parabolic $\sqrt{10}=3.16$. At the highest density the local exponent \eqref{eq:exponent} is 0.379, already nearer to $1/3$ than to $1/2$.

\subsection{Neglected effects and the real film}

At 300 K, $k_BT=0.0259$ eV is small compared with $E_F$. Equation \eqref{eq:thermal} predicts a relative change of $n/m_{\rm opt}$ of $-0.0749\%$, and integration over the full Fermi distribution gives $-0.0748\%$. Thermal smearing is negligible here.

Damping matters more. With $\mu_e=e\tau/m_{\rm opt}$ for the mobility, $\tau=9.56$ fs and $\hbar/\tau=0.0688$ eV. By \eqref{eq:drude} the zero of ${\rm Re}\,\varepsilon$ moves by about $-\frac12(0.0688/0.905)^2$, or $-0.29\%$ of $\omega_p$.

The background is not strictly constant. Represent it by one interband oscillator at a rough energy $\hbar\omega_0=7$ eV,
\begin{equation}
\varepsilon_b(\omega)=1+\frac{\varepsilon_\infty-1}{1-(\omega/\omega_0)^2}.
\label{eq:background}
\end{equation}
This exceeds $\varepsilon_\infty$ at the plasma frequency and lowers the zero by 0.62\%. The lattice adds $(\varepsilon_s-\varepsilon_\infty)\omega_T^2/(\omega_T^2-\omega^2)$. For a rough static constant $\varepsilon_s=9$ and phonon energy $\hbar\omega_T=0.05$ eV, this term is negative and raises the zero by 0.19\%. Damping, background dispersion and lattice together shift the zero by $-0.72\%$, to 1379 nm. This takes $\varepsilon_\infty=4$ as the value for the doped film. If it were the value for the undoped oxide, the two-band estimate of blocked transitions given after \eqref{eq:line} would lower it by about 0.24 and raise the plasma energy by about 3\%.

The band shape is a larger uncertainty. If $a$ is changed by 25\% either way at fixed $m_0$, $n$ and $\varepsilon_\infty$, the plasma wavelength runs from 1302 to 1428 nm, about $-5\%$ to $+4\%$ relative to 1369 nm. A 25\% change of $m_0$ at fixed $a$ has a larger effect, from 1252 to 1472 nm. These ranges are sensitivity estimates, not bounds on the error of the Kane form.

For comparison with real films, the chosen density is at the high end for tin-doped indium oxide, and the mobility is that of a good film. A plasma edge in the near infrared, with transparency in the visible, is the regime in which such films are used. Real films depart from the model through frequency-dependent scattering by ionized donors, doping-dependent band parameters, electron interactions beyond this band picture, and density variations through the thickness. These effects are not sized here, except that a density variation can be converted with \eqref{eq:exponent}: a local density 10\% lower means a local plasma energy about 4\% lower. If the Fermi surface is anisotropic or a second band is occupied, \eqref{eq:result} no longer applies, and the integral for $n/m_{\rm opt}$ in \eqref{eq:def} must be taken over the occupied states of each band, for each field direction, and summed over the bands. This sum gives only the response within the bands. Transitions between bands at energies near or below the plasma energy must be added separately, because a constant $\varepsilon_\infty$ does not describe them. The numerical output below lists the values used in this section, apart from the range for $m_0$ and the estimate of blocked transitions.

\section*{Computed results}
\begin{verbatim}
band-edge mass m0 = 0.220 me
nonparabolicity a = 0.400 1/eV
background constant eps_inf = 4.00
electron density n = 1.000e+21 cm^-3
mobility = 40.0 cm2/Vs
Fermi wavenumber kF = 3.0937 nm^-1
hbar^2 kF^2/(2 m0) = 1.6575 eV
x = 2 a hbar^2 kF^2/m0 = 2.6520
Fermi energy EF = 1.1388 eV
factor 1 + 2 a EF = 1.9110
Fermi velocity = 8.5187e+05 m/s
optical mass, formula = 0.42042 me
optical mass, Fermi-sea average = 0.42042 me
longitudinal curvature mass at kF = 1.5354 me
transverse curvature mass at kF = 0.4204 me
screened plasma energy, formula = 0.90549 eV
screened plasma energy, time run = 0.90549 eV
plasma angular frequency = 1.3757e+15 rad/s
plasma wavelength = 1369.2 nm
parabolic plasma energy = 1.2517 eV
parabolic plasma wavelength = 990.5 nm
density inferred with m0 = 5.233e+20 cm^-3
n = 1.0e+20 cm^-3: m_opt = 0.2758 me, plasma 0.3535 eV, 3507 nm
n = 3.0e+20 cm^-3: m_opt = 0.3255 me, plasma 0.5637 eV, 2200 nm
n = 1.0e+21 cm^-3: m_opt = 0.4204 me, plasma 0.9055 eV, 1369 nm
m0 from straight line = 0.2200 me
a from straight line = 0.4000 1/eV
density exponent of plasma frequency = 0.3790
temperature = 300 K, kT = 0.02585 eV
optical mass at this temperature = 0.42074 me
thermal change of n/m_opt = -0.0748 %
same change, Sommerfeld = -0.0749 %
scattering time = 9.561 fs
damping energy hbar/tau = 0.0688 eV
interband oscillator energy = 7.0 eV
static constant = 9.0, phonon = 0.050 eV
shift of zero, damping = -0.289 %
shift of zero, background dispersion = -0.624 %
shift of zero, lattice = 0.191 %
shift of zero, all three = -0.723 %
wavelength of zero, all three = 1379.2 nm
a = 0.30 1/eV: m_opt = 0.3804 me, wavelength 1302 nm
a = 0.50 1/eV: m_opt = 0.4570 me, wavelength 1428 nm
\end{verbatim}
